\section*{Multiplets of the three-orbital Kanamori interaction in terms of N, S and L}

\section{Two electrons in three orbitals}

Take an atom with three degenerate real orbitals, $m=1,2,3$, and put two electrons in them. Two electrons in the same orbital repel with energy $U$. In different orbitals they repel with energy $U'$ if their spins are opposite and $U'-J$ if their spins are parallel. Two further processes have amplitude set by $J$: electrons in different orbitals can exchange their opposite spins, and a pair in one orbital can hop to another. The fifteen two-electron states can be solved by hand.

\emph{Parallel spins.} There are three pairs of orbitals and two spin directions, giving six states with energy $U'-J$.

\emph{Opposite spins, different orbitals.} For a pair $a\neq b$ the states are $c^\dagger_{a\uparrow}c^\dagger_{b\downarrow}|0\rangle$ and $c^\dagger_{b\uparrow}c^\dagger_{a\downarrow}|0\rangle$. The spin-flip term that connects them is $-J\,c^\dagger_{b\uparrow}c_{b\downarrow}c^\dagger_{a\downarrow}c_{a\uparrow}$. Acting on the first state, $c_{a\uparrow}$ removes the first electron without a sign, and $c_{b\downarrow}$ must then pass $c^\dagger_{a\downarrow}$, which gives a minus sign:
\begin{equation}
-J\,c^\dagger_{b\uparrow}c_{b\downarrow}c^\dagger_{a\downarrow}c_{a\uparrow}\,
c^\dagger_{a\uparrow}c^\dagger_{b\downarrow}|0\rangle
=+J\,c^\dagger_{b\uparrow}c^\dagger_{a\downarrow}|0\rangle .
\end{equation}
The $2\times2$ matrix has $U'$ on the diagonal and $+J$ off it. The sum of the two states has energy $U'+J$. Since $c^\dagger_{b\uparrow}c^\dagger_{a\downarrow}=-c^\dagger_{a\downarrow}c^\dagger_{b\uparrow}$, this sum is the spin singlet. The difference is the $M_S=0$ triplet state, with energy $U'-J$, equal to that of its parallel-spin partners. The three orbital pairs thus give nine triplet states and three singlets.

\emph{Same orbital.} The three doubly occupied states have diagonal energy $U$ and are connected by pair hopping $+J$. The symmetric combination has energy $U+2J$. The two combinations whose coefficients sum to zero have energy $U-J$.

The levels are therefore
\begin{equation}
U'-J\ (9),\qquad U'+J\ (3),\qquad U-J\ (2),\qquad U+2J\ (1),
\label{eq:two}
\end{equation}
with degeneracies in brackets. If $U'=U-2J$, the middle two merge into one fivefold level. The degeneracies $9,5,1$ are those of the atomic terms $^3P$, $^1D$, $^1S$. Without that condition the fivefold level is split, and no function of $N$, $S$ and $L$ can describe the spectrum. The condition is thus necessary; the derivation below shows that it is also sufficient, at every filling.

\section{Hamiltonian and conventions}

Let $n_{m\sigma}=c^\dagger_{m\sigma}c_{m\sigma}$. The interaction is
\begin{align}
H={}&U\sum_m n_{m\uparrow}n_{m\downarrow}
+U'\sum_{m\ne m'}n_{m\uparrow}n_{m'\downarrow}
+(U'-J)\sum_{m<m',\sigma}n_{m\sigma}n_{m'\sigma}\nonumber\\
&-J\sum_{m\ne m'}c^\dagger_{m\uparrow}c_{m\downarrow}c^\dagger_{m'\downarrow}c_{m'\uparrow}
+J\sum_{m\ne m'}c^\dagger_{m\uparrow}c^\dagger_{m\downarrow}c_{m'\downarrow}c_{m'\uparrow}.
\label{eq:kan}
\end{align}
Sums over $m\neq m'$ run over ordered pairs; the parallel-spin sum counts each pair once. One-body terms (level energies, crystal field, spin-orbit coupling, hopping) are left out. Angular momenta are in units of $\hbar$. With $N$ the electron number, the result to be shown for $U'=U-2J$ is
\begin{equation}
H=(U-3J)\frac{N(N-1)}2-2J\,\mathbf S^2-\frac J2\mathbf L^2+\frac52JN .
\label{eq:main}
\end{equation}
In a term with quantum numbers $S,L$, the operators $\mathbf S^2$ and $\mathbf L^2$ take the values $S(S+1)$ and $L(L+1)$.

\section{Where the condition on $U'$ comes from}

Define the integrals of an interaction $v$ that depends on distance alone,
\begin{equation}
(ab|cd)=\iint\phi_a(\mathbf r)\phi_b(\mathbf r)\,v(|\mathbf r-\mathbf r'|)\,
\phi_c(\mathbf r')\phi_d(\mathbf r')\,d^3r\,d^3r' .
\end{equation}
Consider a $p$ shell, with orbitals proportional to $x,y,z$, or the $t_{2g}$ part of a $d$ shell, with orbitals proportional to $yz,zx,xy$; each shell has one common radial function. Reflections $x\to-x$, $y\to-y$, $z\to-z$ make an integral vanish unless each orbital label occurs an even number of times. Permuting the axes makes the survivors equal within three classes: $(aa|aa)=U$, $(aa|bb)=U'$ and $(ab|ab)=(ab|ba)=J$ for $a\ne b$. Hence
\begin{equation}
(ab|cd)=U'\delta_{ab}\delta_{cd}+J(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})
+\Delta\,\delta_{abcd},\quad \Delta=U-U'-2J,
\label{eq:tensor}
\end{equation}
where $\delta_{abcd}=1$ if all labels agree and zero otherwise. The last term is needed because the first three add up to $U'+2J$ when all labels agree.

To find $\Delta$, compare two charge distributions, $\rho=(\phi_1^2-\phi_2^2)/2$ and $\rho'=\phi_1\phi_2$. Their self-interactions are
\begin{equation}
(\rho|\rho)=\tfrac14(U+U-2U')=\tfrac12(U-U'),\qquad(\rho'|\rho')=J .
\end{equation}
In the $p$ shell, $\rho\propto(x^2-y^2)/2$ and $\rho'\propto xy$. In $t_{2g}$, $\rho\propto z^2(y^2-x^2)/2$ and $\rho'\propto z^2xy$. In both cases a rotation by $45^\circ$ about $z$ turns one distribution into the other, up to a sign that drops out of the self-interaction. Therefore $(U-U')/2=J$, that is, $\Delta=0$. If the orbitals are distorted by a solid, or the screened interaction is not isotropic, this argument does not apply. As long as the reflections and axis permutations remain symmetries, (\ref{eq:tensor}) still holds, but $\Delta$ has to be computed. In a lower symmetry, such as a tetragonal one, $U$, $U'$ and $J$ can differ from orbital to orbital, and a single $\Delta$ is no longer enough.

The integrals reproduce (\ref{eq:kan}) through
\begin{equation}
H=\frac12\sum_{abcd}\sum_{\sigma\sigma'}(ab|cd)\,
c^\dagger_{a\sigma}c^\dagger_{c\sigma'}c_{d\sigma'}c_{b\sigma}.
\label{eq:two-body}
\end{equation}
The class $(aa|aa)$ requires $\sigma\ne\sigma'$; its two spin orders cancel the factor $1/2$ and give the $U$ term. The class $(aa|cc)$ gives $\frac12U'\sum_{a\ne c}\sum_{\sigma\sigma'}n_{a\sigma}n_{c\sigma'}$, which is $U'$ for each pair of electrons in different orbitals. The class $(ab|ab)$ also requires $\sigma\neq\sigma'$ and gives pair hopping. The class $(ab|ba)$ contains
\begin{equation}
c^\dagger_{a\sigma}c^\dagger_{b\sigma'}c_{a\sigma'}c_{b\sigma}
=-c^\dagger_{a\sigma}c_{a\sigma'}c^\dagger_{b\sigma'}c_{b\sigma}\qquad(a\ne b).
\end{equation}
For $\sigma=\sigma'$ this is $-n_{a\sigma}n_{b\sigma}$, the exchange reduction for parallel spins. For $\sigma\ne\sigma'$ it is the spin flip with amplitude $-J$.

\section{Reduction to orbital operators}

Introduce the spin-summed operators $E_{ab}=\sum_\sigma c^\dagger_{a\sigma}c_{b\sigma}$, so that $N=\sum_aE_{aa}$. In (\ref{eq:two-body}) move $c_{b\sigma}$ to the left. Passing $c_{d\sigma'}$ gives one sign, and passing $c^\dagger_{c\sigma'}$ gives a second sign and a contraction:
\begin{equation}
c^\dagger_{a\sigma}c^\dagger_{c\sigma'}c_{d\sigma'}c_{b\sigma}
=c^\dagger_{a\sigma}c_{b\sigma}c^\dagger_{c\sigma'}c_{d\sigma'}
-\delta_{bc}\delta_{\sigma\sigma'}c^\dagger_{a\sigma}c_{d\sigma'} .
\end{equation}
Summed over spins, the right side is $E_{ab}E_{cd}-\delta_{bc}E_{ad}$. Insert (\ref{eq:tensor}) term by term.

The $U'$ part is $\frac12U'(N^2-N)$. The quadratic part of the $J$ terms is $\frac12J(Y+X)$, with
\begin{equation}
X=\sum_{ab}E_{ab}E_{ba},\qquad Y=\sum_{ab}E_{ab}E_{ab}.
\end{equation}
Its one-body part is
\begin{equation}
-\frac J2\sum_{abcd}\delta_{bc}(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})E_{ad}
=-\frac J2(N+3N)=-2JN .
\end{equation}
The first product forces all labels to agree and gives $N$. The second leaves $b$ free and gives $3N$, where the 3 is the number of orbitals. The $\Delta$ part gives $\Delta D$, with $D=\sum_mn_{m\uparrow}n_{m\downarrow}$ the number of doubly occupied orbitals. Altogether
\begin{equation}
H=U'\frac{N(N-1)}2+\frac J2(X+Y)-2JN+\Delta D .
\label{eq:xy}
\end{equation}

\section{The orbital angular momentum}

Define
\begin{equation}
L_a=-i\sum_{bc}\epsilon_{abc}E_{bc},
\label{eq:L}
\end{equation}
which is the one-body operator of the matrices $(\ell_a)_{bc}=-i\epsilon_{abc}$. The commutator of two such operators is the one-body operator of the matrix commutator. From $\sum_e\epsilon_{ace}\epsilon_{bed}=\delta_{ad}\delta_{bc}-\delta_{ab}\delta_{cd}$ and the same relation with $a,b$ exchanged,
\begin{equation}
[\ell_a,\ell_b]_{cd}=\delta_{ac}\delta_{bd}-\delta_{ad}\delta_{bc}
=\sum_e\epsilon_{abe}\epsilon_{ecd}=i\sum_e\epsilon_{abe}(\ell_e)_{cd}.
\end{equation}
So $[L_a,L_b]=i\sum_e\epsilon_{abe}L_e$, as an angular momentum requires. Because $L_a$ acts on orbital labels and the spin on spin labels, they commute.

In a $p$ shell $L_a$ is the true orbital angular momentum: $-i(x\partial_y-y\partial_x)x=iy$, in agreement with $(\ell_3)_{21}=i$. In $t_{2g}$, with the order $yz,zx,xy$, the same differential operator gives $-i\,zx$ when it acts on $yz$. The sign is opposite, and cyclic permutation of the axes extends this to the other components. The true angular momentum projected on $t_{2g}$ is therefore $-\mathbf L$. This does not affect (\ref{eq:main}), which contains $\mathbf L^2$, but it fixes the sign of a spin-orbit term added in the same code.

The square follows from contracting two $\epsilon$ tensors:
\begin{align}
\mathbf L^2&=-\sum_{abcde}\epsilon_{abc}\epsilon_{ade}E_{bc}E_{de}
=-\sum_{bcde}(\delta_{bd}\delta_{ce}-\delta_{be}\delta_{cd})E_{bc}E_{de}\nonumber\\
&=X-Y .
\label{eq:L2}
\end{align}

\section{The spin}

The total spin is $\mathbf S=\frac12\sum_{a\alpha\beta}c^\dagger_{a\alpha}\boldsymbol\sigma_{\alpha\beta}c_{a\beta}$. The Pauli matrices obey $\boldsymbol\sigma_{\alpha\beta}\cdot\boldsymbol\sigma_{\gamma\delta}=2\delta_{\alpha\delta}\delta_{\beta\gamma}-\delta_{\alpha\beta}\delta_{\gamma\delta}$, so
\begin{equation}
\mathbf S^2=\frac12\sum_{ab\alpha\beta}c^\dagger_{a\alpha}c_{a\beta}c^\dagger_{b\beta}c_{b\alpha}-\frac{N^2}4 .
\label{eq:S2}
\end{equation}
Let $W=\sum_{ab\alpha\beta}c^\dagger_{a\alpha}c^\dagger_{b\beta}c_{b\alpha}c_{a\beta}$. In (\ref{eq:S2}) exchange $c_{a\beta}$ with $c^\dagger_{b\beta}$. The contraction $\delta_{ab}$ comes with a free sum over $\beta$ and gives $2N$. The remainder, $-c^\dagger_{a\alpha}c^\dagger_{b\beta}c_{a\beta}c_{b\alpha}$, becomes a term of $W$ when the two annihilators are exchanged. Thus
\begin{equation}
2\mathbf S^2+\tfrac12N^2=2N+W .
\end{equation}
In $X=\sum c^\dagger_{a\alpha}c_{b\alpha}c^\dagger_{b\beta}c_{a\beta}$ exchange the middle two operators. The contraction $\delta_{\alpha\beta}$ comes with a free sum over $b$ and gives $3N$, so $X=3N-W$. Eliminating $W$,
\begin{equation}
X=5N-\tfrac12N^2-2\mathbf S^2 .
\label{eq:X}
\end{equation}

\section{The result and its general form}

By (\ref{eq:L2}), $X+Y=2X-\mathbf L^2$. Put this and (\ref{eq:X}) into (\ref{eq:xy}):
\begin{align}
H&=U'\frac{N(N-1)}2+J\Bigl(5N-\frac{N^2}2-2\mathbf S^2\Bigr)-\frac J2\mathbf L^2-2JN+\Delta D\nonumber\\
&=(U'-J)\frac{N(N-1)}2-2J\mathbf S^2-\frac J2\mathbf L^2+\frac52JN+\Delta D .
\label{eq:general}
\end{align}
The second line uses $N^2/2=N(N-1)/2+N/2$, which leaves $(5-2-\frac12)JN=\frac52JN$. Setting $U'=U-2J$ makes $\Delta=0$ and $U'-J=U-3J$, which is (\ref{eq:main}).

For one electron the interaction must vanish. With $S=\frac12$ and $L=1$ the terms are $-\frac32J-J+\frac52J=0$. The linear term thus removes the self-interaction contained in $\mathbf S^2$ and $\mathbf L^2$. It may be absorbed in a chemical potential, provided this is done at all fillings alike.

\section{Terms and energies at every filling}

Electrons of one spin occupy the orbitals antisymmetrically. For $0,1,2,3$ of them the orbital part has $L=0,1,1,0$: the antisymmetric product of two vectors is a vector, and a full set is invariant. Couple the spin-up and spin-down groups at given $M_S$, starting from the largest.

For $N=2$, $M_S=1$ has $L=1$, which is $^3P$. At $M_S=0$, coupling $1$ with $1$ gives $L=0,1,2$. The $L=1$ part belongs to $^3P$, so $^1D$ and $^1S$ remain. For $N=3$, $M_S=\frac32$ gives $^4S$; at $M_S=\frac12$, $L=0,1,2$ appear again, and removing $L=0$ leaves $^2D$ and $^2P$. For $N=4$, three up and one down give $^3P$, and two of each leave $^1D$ and $^1S$. One and five electrons give $^2P$; an empty or full shell gives $^1S$.

The energy (\ref{eq:main}) is a part common to the filling minus $J[2S(S+1)+\frac12L(L+1)]$. The bracket is $0$ for $^1S$, $\frac52$ for $^2P$, $3$ for $^1D$, $\frac92$ for $^2D$, $5$ for $^3P$ and $\frac{15}2$ for $^4S$. The common parts for $N=0,\dots,6$ are
\begin{equation}
0,\ \tfrac52J,\ U+2J,\ 3U-\tfrac32J,\ 6U-8J,\ 10U-\tfrac{35}2J,\ 15U-30J .
\end{equation}
Subtraction gives the table. Its last column is for the round model parameters $U=4.0$~eV and $J=0.6$~eV, hence $U'=2.8$~eV; they describe no particular material.

\begin{center}
\begin{tabular}{ccccc}
$N$ & term & states & energy & eV\\ \hline
0 & $^1S$ & 1 & $0$ & 0.00\\
1 & $^2P$ & 6 & $0$ & 0.00\\
2 & $^3P$ & 9 & $U-3J$ & 2.20\\
2 & $^1D$ & 5 & $U-J$ & 3.40\\
2 & $^1S$ & 1 & $U+2J$ & 5.20\\
3 & $^4S$ & 4 & $3U-9J$ & 6.60\\
3 & $^2D$ & 10 & $3U-6J$ & 8.40\\
3 & $^2P$ & 6 & $3U-4J$ & 9.60\\
4 & $^3P$ & 9 & $6U-13J$ & 16.20\\
4 & $^1D$ & 5 & $6U-11J$ & 17.40\\
4 & $^1S$ & 1 & $6U-8J$ & 19.20\\
5 & $^2P$ & 6 & $10U-20J$ & 28.00\\
6 & $^1S$ & 1 & $15U-30J$ & 42.00
\end{tabular}
\end{center}

The degeneracies $(2S+1)(2L+1)$ add up to $2^6=64$. As an example of the arithmetic, the $^2D$ level at $N=3$ is
\begin{align}
E&=3(2.20)-2(0.6)\tfrac34-\tfrac12(0.6)\,6+\tfrac52(0.6)\,3\nonumber\\
&=6.60-0.90-1.80+4.50=8.40\ \text{eV}.
\end{align}
The half-filled ground level, $6.60$~eV, equals $0.2425$ hartree.

Fillings $N$ and $6-N$ have the same terms. For equal $S$ and $L$, (\ref{eq:main}) gives
\begin{align}
E(6-N)-E(N)&=\frac{U-3J}2(30-10N)+\frac{5J}2(6-2N)\nonumber\\
&=(3-N)(5U-10J).
\end{align}
The spectra differ by a rigid shift, so the excitation energies agree.

\section{Ground terms and charge gaps}

For $J>0$ the table shows Hund's first two rules: the lowest term has the largest $S$, and among terms of equal $S$ the one with larger $L$ lies lower. In this shell the largest $S$ occurs in only one term at each filling, so the ordering by $L$ is seen only in the excited terms ($^1D$ below $^1S$, $^2D$ below $^2P$). For $J<0$ the order within each filling is reversed.

Let $E_N$ be the lowest energy at filling $N$ for $J>0$. The cost of moving one electron between two isolated atoms, both with $N$ electrons, is $E_{N+1}+E_{N-1}-2E_N$. At half filling it is
\begin{equation}
(6U-13J)+(U-3J)-2(3U-9J)=U+2J .
\end{equation}
At $N=2$ it is $(3U-9J)+0-2(U-3J)=U-3J$, and the table gives the same for $N=1,4,5$. With the parameters above the gaps are $5.20$~eV at half filling and $2.20$~eV at the other four. Hund exchange raises the first and lowers the others. If $U<3J$, the latter are negative, and isolated atoms at those fillings lower their energy by becoming unequally charged. Hopping between atoms is absent from these statements.

\section{When the condition fails, and what to look for in code}

If $\Delta\neq0$, use (\ref{eq:general}) with the operator $D$. Keep $U=4.0$~eV and $J=0.6$~eV but set $U'=3.0$~eV, so that $\Delta=-0.2$~eV. From (\ref{eq:two}), the two-electron levels are $2.40$~eV (nine states), $3.40$~eV (two), $3.60$~eV (three) and $5.20$~eV (one). The former $^1D$ level is split by $0.20$~eV.

Both parts of the split level still have $\mathbf L^2=6$. The operator $D$ is unchanged by permutations and sign changes of the orbitals, hence by the cubic rotations. Under these, $L=0$ becomes $A_1$, $L=1$ becomes $T_1$, and $L=2$ becomes $E+T_2$ in a $p$ shell and in $t_{2g}$ at even $N$. In $t_{2g}$ at odd $N$ the labels are $A_2$, $T_2$ and $E+T_1$, because the fourfold rotations and the twofold rotations about face diagonals act on the three orbitals with determinant $-1$. No representation is shared, so $D$ cannot mix different $L$, and $\mathbf L^2$ stays conserved. The components $L_a$ do not: they connect the $E$ and $T_2$ states, which now differ in energy. A code that tests rotational invariance should therefore evaluate $[H,L_a]$; a vanishing $[H,\mathbf L^2]$ does not reveal a wrong $U'$.

The two-electron states also show what other errors do. With the wrong sign of the spin flip, the $M_S=0$ triplet moves to $U'+J$, away from its partners at $U'-J$, while the three singlets move down to $U'-J$. The two-electron eigenvalues and their degeneracies are therefore unchanged, and $[H,\mathbf S^2]$ and $[H,\mathbf L^2]$ still vanish. This error shows in $[H,S_+]$ with $S_+=S_x+iS_y$, in $[H,L_z]$, and in the three-electron spectrum, where the level at $3U-9J$ keeps only two of its four states. If the spin flip is dropped, as in a density-density interaction, the opposite-spin states in different orbitals all lie at $U'$, and the triplet is again broken. Equation (\ref{eq:main}) then does not apply. With all terms present and $U'=U-2J$, the sector must show degeneracies $9,5,1$ at $U-3J$, $U-J$ and $U+2J$; this is a necessary check, not a sufficient one.
